**Single cuts, double cuts and the one-loop bubble**

The program tests Feynman's tree theorem and loop-tree duality for L = −i∫d^dℓ/(2π)^d ∏ 1/(q_i² − m_i² + i0), with q_i = ℓ + k_i. In the dual form one line is on shell and each other line carries −i0(k_j − k_i)⁰; in the tree theorem the uncut lines keep +i0 and multiple cuts are added. For three propagators at finite ε, the program asserts that the direct energy integral equals the sum of residues and that the all-advanced integral vanishes within tolerance. For the bubble in 1+1 dimensions, with masses m and 1.5m, it asserts at seven external momenta that the dual cuts alone, and the +i0 single cuts plus the double cut, both match a Feynman-parameter integral. The output shows a false imaginary part of 0.1312 m⁻² at p² = −1.60 m² when +i0 is kept and the double cut is left out. In 3+1 dimensions with equal masses m, the separate cuts grow linearly with the cutoff and their sum logarithmically. At p⁰ = 3m, the subtracted bubble is 0.00358 + 0.01483i from the cuts and from the Feynman-parameter integral alike.

## Check in Python

```python
"""Feynman's tree theorem and loop-tree duality, tested on one-loop integrals.

L = -i Int d^dl/(2 pi)^d Prod_i 1/(q_i^2 - m_i^2 + i0),  q_i = l + k_i.
Duality: L = -Sum_i Int d^(d-1)q/(2 pi)^(d-1) 1/(2 E_i)
             Prod_(j != i) 1/(q_j^2 - m_j^2 - i0 (k_j - k_i)^0), q_i on shell.
Tree theorem: single cuts keep +i0, and multiple cuts must be added.
Bubble: q_1 = l, q_2 = l + p.  Natural units; m is the reference mass.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq

PI = np.pi


def complex_integral(f, a, b, **options):
    settings = dict(limit=500, epsabs=1e-10, epsrel=1e-10)
    settings.update(options)
    real = quad(lambda x: complex(f(x)).real, a, b, **settings)[0]
    imag = quad(lambda x: complex(f(x)).imag, a, b, **settings)[0]
    return real + 1j * imag


def principal_value(f, roots, edges):
    """Principal value over [edges[0], edges[-1]] with simple poles at roots."""
    roots = sorted(roots)
    gap = min([b - a for a, b in zip(roots, roots[1:])] + [0.5])
    half = 0.4 * gap
    nodes, weights = np.polynomial.legendre.leggauss(30)
    total = 0.0
    points = list(edges)
    for r in roots:
        for x, w in zip(nodes, weights):
            t = 0.5 * half * (x + 1)
            total += 0.5 * half * w * (f(r + t) + f(r - t))
        points += [r - half, r + half]
    points.sort()
    for a, b in zip(points, points[1:]):
        if not any(a < r < b for r in roots):
            total += quad(f, a, b, limit=300, epsabs=1e-11, epsrel=1e-10)[0]
    return total


def show(label, z, unit):
    print(f"{label}: {z.real:+.7f} {z.imag:+.7f} i {unit}")


# Advanced minus Feynman propagator acts as 2 pi i delta_plus
energy, eps = 1.2, 1e-4


def smooth(x):
    return np.exp(-(x - 0.4) ** 2)


smeared = complex_integral(
    lambda x: smooth(x) * (1 / (x * x - energy**2 - 1j * eps * x)
                           - 1 / (x * x - energy**2 + 1j * eps)),
    -8, 8, points=[-energy, energy], epsabs=1e-8)
delta_value = 2j * PI * smooth(energy) / (2 * energy)
# the regulator leaves an error of order eps
assert abs(smeared - delta_value) < 1e-3
show("G_A - G_F smeared with a Gaussian", smeared, "m^-1")
show("2 pi i delta_plus on same Gaussian", delta_value, "m^-1")

# Energy integral with three propagators at finite epsilon
shifts = np.array([0.0, 0.7, -1.1])
energies = np.array([1.2, 1.5, 0.9])
eps = 0.3
direct = complex_integral(
    lambda x: -1j / (2 * PI) / np.prod((x + shifts)**2 - energies**2
                                       + 1j * eps), -np.inf, np.inf)
omega = np.sqrt(energies**2 - 1j * eps)
residues = 0j
for i in range(3):
    term = -1 / (2 * omega[i])
    for j in range(3):
        if j != i:
            k = shifts[j] - shifts[i]
            term /= (omega[i] + k)**2 - omega[j]**2
            tiny = 1e-6
            wi = np.sqrt(energies[i]**2 - 1j * tiny)
            wj2 = energies[j]**2 - 1j * tiny
            slope = ((wi + k)**2 - wj2).imag / tiny
            assert abs(slope + k / energies[i]) < 1e-6
    residues += term
assert abs(direct - residues) < 1e-8
advanced = complex_integral(
    lambda x: 1 / np.prod((x + shifts - 1j * eps)**2 - energies**2),
    -np.inf, np.inf)
assert abs(advanced) < 1e-7
show("three propagators, direct energy integral", direct, "m^-5")
show("three propagators, sum of residues", residues, "m^-5")
print(f"all-advanced integral below 1e-7 m^-5: {abs(advanced) < 1e-7}")

# Algebraic sum of the two bubble cuts
e1, e2, w0 = sp.symbols("e1 e2 w0", positive=True)
cut_sum = (-1 / (2 * e1 * ((e1 + w0)**2 - e2**2))
           - 1 / (2 * e2 * ((e2 - w0)**2 - e1**2)))
causal = (e1 + e2) / (2 * e1 * e2 * ((e1 + e2)**2 - w0**2))
assert sp.cancel(sp.together(cut_sum - causal)) == 0

# Bubble in 1+1 dimensions
m1, m2 = 1.0, 1.5


def cut_parts(k0, k1, own, other):
    """Principal value and delta weight of one cut; own line is on shell."""
    const = k0**2 - k1**2 + own**2 - other**2

    def on_shell(q):
        return np.sqrt(q * q + own**2)

    def denominator(q):
        return 2 * on_shell(q) * k0 - 2 * q * k1 + const

    grid = np.linspace(-19.0, 19.0, 4002)
    values = denominator(grid)
    roots = [brentq(denominator, grid[n], grid[n + 1], xtol=1e-14)
             for n in range(len(grid) - 1) if values[n] * values[n + 1] < 0]
    pv = principal_value(lambda q: 1 / (2 * on_shell(q) * denominator(q)),
                         roots, [-np.inf, -20.0, 20.0, np.inf])
    delta = sum(1 / (2 * on_shell(r) * abs(2 * k0 * r / on_shell(r) - 2 * k1))
                for r in roots)
    positive = sum(1 for r in roots if on_shell(r) + k0 > 0)
    return pv, delta, positive


def cut_value(pv, delta, sign):
    """Cut with denominator D + i0*sign."""
    return -(pv - 1j * PI * sign * delta) / (2 * PI)


def parameter_integral(s, ma, mb, function):
    """Int_0^1 dx function(Delta - i0), on a path where Im Delta <= 0."""
    def integrand(t):
        b = mb**2 - ma**2 - s
        slope = 2 * s * t + b
        u = 0.1 * t * (1 - t)
        x = t - 1j * u * slope
        dx = 1 - 1j * (0.1 * (1 - 2 * t) * slope + u * 2 * s)
        return function(s * x * x + b * x + ma**2) * dx
    return complex_integral(integrand, 0, 1)


def reference_2d(s):
    return parameter_integral(s, m1, m2, lambda d: 1 / d) / (4 * PI)


print(f"1+1 dimensions: m1 = {m1} m, m2 = {m2} m")
print(f"pseudothreshold {(m1-m2)**2:.2f} m^2, threshold {(m1+m2)**2:.2f} m^2")
p_space = np.sqrt(1.4**2 - 0.6**2)
euclid = dblquad(lambda y, x: 1 / ((x*x + y*y + m1**2)
                                   * ((x + p_space)**2 + y*y + m2**2)),
                 -np.inf, np.inf, -np.inf, np.inf,
                 epsabs=1e-8, epsrel=1e-8)[0] / (4 * PI**2)
assert abs(euclid - reference_2d(-p_space**2)) < 1e-7
print(f"Euclidean integral at p^2 = {-p_space**2:.2f} m^2: {euclid:.7f} m^-2")

# name, p0, p1, expected number of double-cut solutions, print in full
cases = [("spacelike", 0.6, 1.4, 1, True),
         ("below pseudothreshold", 0.5, 0.3, 2, True),
         ("between thresholds", 1.7, 0.5, 0, True),
         ("above threshold", 3.2, 0.8, 0, True),
         ("spacelike, p0 < 0", -0.6, 1.4, 1, False),
         ("below pseudothreshold, p0 < 0", -0.5, 0.3, 0, False),
         ("above threshold, p0 < 0", -3.2, 0.8, 0, False)]
for name, p0, p1, expected, full in cases:
    s = p0**2 - p1**2
    pv1, delta1, count = cut_parts(p0, p1, m1, m2)
    pv2, delta2, _ = cut_parts(-p0, -p1, m2, m1)
    dual1 = cut_value(pv1, delta1, -np.sign(p0))
    dual2 = cut_value(pv2, delta2, np.sign(p0))
    plain = cut_value(pv1, delta1, 1) + cut_value(pv2, delta2, 1)
    lam = (s - (m1 + m2)**2) * (s - (m1 - m2)**2)
    double = -1j * count / (2 * np.sqrt(lam)) if count else 0j
    target = reference_2d(s)
    assert count == expected
    assert abs(dual1 + dual2 - target) < 1e-7
    assert abs(plain + double - target) < 1e-7
    print(f"{name}: p = ({p0}, {p1}) m, p^2 = {s:.2f} m^2, n = {count}")
    if full:
        show("  dual cut 1", dual1, "m^-2")
        show("  dual cut 2", dual2, "m^-2")
    show("  sum of dual cuts", dual1 + dual2, "m^-2")
    if full:
        show("  Feynman-parameter value", target, "m^-2")
        show("  single cuts with +i0", plain, "m^-2")
        show("  double cut", double, "m^-2")

# Bubble in 3+1 dimensions, equal masses m, external momentum at rest
p0 = 3.0
root = np.sqrt(p0**2 / 4 - 1)


def radial_cut(k0, cutoff):
    def f(q):
        e = np.sqrt(q * q + 1)
        return -q * q / (2 * PI**2) / (2 * e * (k0**2 + 2 * e * k0))
    edges = [0.0, 10.0, 50.0, cutoff]
    if k0 > 0:
        return principal_value(f, [], edges) + 0j
    e = np.sqrt(root**2 + 1)
    weight = root**2 / (2 * PI**2) / (2 * e)
    imag = PI * weight / abs(2 * k0 * root / e)
    return principal_value(f, [root], edges) + 1j * imag


print(f"3+1 dimensions: equal masses m, p0 = {p0} m, pole at |l| = {root:.6f} m")
sums, firsts = [], []
for cutoff in (100.0, 200.0):
    first, second = radial_cut(p0, cutoff), radial_cut(-p0, cutoff)
    firsts.append(first.real)
    sums.append((first + second).real)
    print(f"cutoff {cutoff:.0f} m, real parts: cut 1 {first.real:+.6f},"
          f" cut 2 {second.real:+.6f}, sum {sums[-1]:+.6f} (no unit)")
assert abs(sums[1] - sums[0] - np.log(2) / (8 * PI**2)) < 1e-5
# the next term in the growth of a single cut is logarithmic, about 1 percent
assert abs((firsts[1] - firsts[0]) / 100 * (-8 * PI**2 * p0) - 1) < 0.02

cutoff = 2000.0
at_zero = principal_value(
    lambda q: q * q / (2 * PI**2) / (4 * (q * q + 1)**1.5),
    [], [0.0, 10.0, 50.0, cutoff])
subtracted = radial_cut(p0, cutoff) + radial_cut(-p0, cutoff) - at_zero
target = -parameter_integral(p0**2, 1.0, 1.0, np.log) / (16 * PI**2)
# the omitted tail beyond the cutoff is of order 1e-9
assert abs(subtracted - target) < 1e-7
beta = np.sqrt(1 - 4 / p0**2)
assert abs(subtracted.imag - beta / (16 * PI)) < 1e-9
show("L(s) - L(0) from the two cuts", subtracted, "(no unit)")
show("L(s) - L(0) from Feynman parameter", target, "(no unit)")
print(f"threshold formula for imaginary part: {beta/(16*PI):.7f} (no unit)")
print("done: every assertion held")
```

Output:

```
G_A - G_F smeared with a Gaussian: -0.0000001 +1.3804726 i m^-1
2 pi i delta_plus on same Gaussian: +0.0000000 +1.3804483 i m^-1
three propagators, direct energy integral: -0.1234793 -0.1529020 i m^-5
three propagators, sum of residues: -0.1234793 -0.1529020 i m^-5
all-advanced integral below 1e-7 m^-5: True
1+1 dimensions: m1 = 1.0 m, m2 = 1.5 m
pseudothreshold 0.25 m^2, threshold 6.25 m^2
Euclidean integral at p^2 = -1.60 m^2: 0.0442779 m^-2
spacelike: p = (0.6, 1.4) m, p^2 = -1.60 m^2, n = 1
  dual cut 1: +0.0404313 -0.0656023 i m^-2
  dual cut 2: +0.0038466 +0.0656023 i m^-2
  sum of dual cuts: +0.0442779 -0.0000000 i m^-2
  Feynman-parameter value: +0.0442779 -0.0000000 i m^-2
  single cuts with +i0: +0.0442779 +0.1312047 i m^-2
  double cut: +0.0000000 -0.1312047 i m^-2
below pseudothreshold: p = (0.5, 0.3) m, p^2 = 0.16 m^2, n = 2
  dual cut 1: +0.1779237 -0.6753674 i m^-2
  dual cut 2: -0.1253963 +0.6753674 i m^-2
  sum of dual cuts: +0.0525274 +0.0000000 i m^-2
  Feynman-parameter value: +0.0525274 +0.0000000 i m^-2
  single cuts with +i0: +0.0525274 +1.3507348 i m^-2
  double cut: +0.0000000 -1.3507348 i m^-2
between thresholds: p = (1.7, 0.5) m, p^2 = 2.64 m^2, n = 0
  dual cut 1: -0.0611625 +0.0000000 i m^-2
  dual cut 2: +0.1351792 -0.0000000 i m^-2
  sum of dual cuts: +0.0740167 +0.0000000 i m^-2
  Feynman-parameter value: +0.0740167 -0.0000000 i m^-2
  single cuts with +i0: +0.0740167 +0.0000000 i m^-2
  double cut: +0.0000000 +0.0000000 i m^-2
above threshold: p = (3.2, 0.8) m, p^2 = 9.60 m^2, n = 0
  dual cut 1: -0.0230688 +0.0000000 i m^-2
  dual cut 2: -0.0162273 +0.0893391 i m^-2
  sum of dual cuts: -0.0392961 +0.0893391 i m^-2
  Feynman-parameter value: -0.0392961 +0.0893391 i m^-2
  single cuts with +i0: -0.0392961 +0.0893391 i m^-2
  double cut: +0.0000000 +0.0000000 i m^-2
spacelike, p0 < 0: p = (-0.6, 1.4) m, p^2 = -1.60 m^2, n = 1
  sum of dual cuts: +0.0442779 +0.0000000 i m^-2
below pseudothreshold, p0 < 0: p = (-0.5, 0.3) m, p^2 = 0.16 m^2, n = 0
  sum of dual cuts: +0.0525274 +0.0000000 i m^-2
above threshold, p0 < 0: p = (-3.2, 0.8) m, p^2 = 9.60 m^2, n = 0
  sum of dual cuts: -0.0392961 +0.0893391 i m^-2
3+1 dimensions: equal masses m, p0 = 3.0 m, pole at |l| = 1.118034 m
cutoff 100 m, real parts: cut 1 -0.393110, cut 2 +0.451128, sum +0.058018 (no unit)
cutoff 200 m, real parts: cut 1 -0.810918, cut 2 +0.877715, sum +0.066797 (no unit)
L(s) - L(0) from the two cuts: +0.0035798 +0.0148284 i (no unit)
L(s) - L(0) from Feynman parameter: +0.0035798 +0.0148284 i (no unit)
threshold formula for imaginary part: 0.0148284 (no unit)
done: every assertion held
```
